# Why the density triangles cancel at half filling and return with doping

**Question.** In the GW approximation an external potential changes the self-energy in two ways: it changes the propagator \(G\), and it changes the screened interaction \(W\). The second change is carried by a closed fermion loop with three density vertices, which can be traversed in two directions. Why do the two directions cancel on a half-filled bipartite lattice, and what does doping do to the vertex?

**Answer.** Reversing the loop is equivalent to letting a hole run around it in place of an electron. A density vertex couples to the hole with the opposite sign. Three vertices give \((-1)^3=-1\), so the two directions cancel if electrons and holes otherwise propagate alike. Doping makes them propagate differently, and a remainder survives.

## Where the triangle enters

Let \(h\) be the one-electron hopping matrix, \(T\) the temperature and \(\phi\) the total potential, including the Hartree response. I set \(\hbar=k_B=1\) and measure energies in units of the hopping \(t\). The chemical potential \(\mu\) is measured from half filling, with the uniform Hartree-Fock shift absorbed in it. The interaction is an on-site repulsion \(U\). With \(\nu\) a fermionic and \(\Omega\) a bosonic Matsubara frequency,

\[
\Sigma_{ab}(i\nu)=-T\sum_\Omega G_{ab}(i\nu+i\Omega)W_{ba}(i\Omega),\qquad W^{-1}=U^{-1}-P .
\]

The vertex is \(\Gamma=-\delta G^{-1}/\delta\phi=1+\delta\Sigma/\delta\phi\). The product rule gives

\[
\delta\Sigma=-T\sum_\Omega\left(\delta G\,W+G\,\delta W\right).
\]

The first term is the ladder part. For the second, \(\delta(W^{-1})=-\delta P\), and therefore \(\delta W=-W\,\delta(W^{-1})\,W=W\,\delta P\,W\).

The polarization, summed over two equal spins, is

\[
P_{ab}(i\Omega)=2T\sum_\nu G_{ab}(i\nu+i\Omega)G_{ba}(i\nu).
\]

At the first iteration \(G\) is the bare propagator, \(G^{-1}=i\nu+\mu-h-\phi\), so \(\delta G=G\,\delta\phi\,G\). A static potential at site \(c\) can act on either line:

\[
\begin{aligned}
\frac{\delta P_{ab}(i\Omega)}{\delta\phi_c}=2T\sum_\nu\big[&G_{ac}(i\nu+i\Omega)G_{cb}(i\nu+i\Omega)G_{ba}(i\nu)\\
&+G_{ab}(i\nu+i\Omega)G_{bc}(i\nu)G_{ca}(i\nu)\big].
\end{aligned}
\]

These terms are the two orientations. For general transferred frequencies, and per spin, they are

\[
\begin{aligned}
A&=T\sum_\nu G_{ab}(i\nu)\,G_{bc}(i\nu+ix)\,G_{ca}(i\nu+iy),\\
B&=T\sum_\nu G_{ba}(i\nu)\,G_{cb}(i\nu-ix)\,G_{ac}(i\nu-iy).
\end{aligned}
\]

Here \(G_{ab}\) carries an electron from \(b\) to \(a\). In both expressions the electron's frequency changes by \(y\) at \(a\), by \(-x\) at \(b\) and by \(x-y\) at \(c\). The loops therefore attach to the same external lines, and their amplitudes add. The static case above has \(x=y=-\Omega\), which gives \(\delta P=2(A+B)\,\delta\phi\).

## Why the sum vanishes

Let \(s_a=+1\) on one sublattice and \(-1\) on the other, and let \(\mathcal S\) be the diagonal matrix of these signs. If hopping connects only opposite sublattices and the on-site energy is uniform, then \(\mathcal S h\mathcal S=-h\). If the hopping is also real, \(h^{\mathsf T}=h\). Hence

\[
\begin{aligned}
\mathcal S\,G(i\nu;\mu)^{\mathsf T}\mathcal S
&=\left(i\nu+\mu-\mathcal S h^{\mathsf T}\mathcal S\right)^{-1}
=(i\nu+\mu+h)^{-1}\\
&=-(-i\nu-\mu-h)^{-1}=-G(-i\nu;-\mu).
\end{aligned}
\]

In components,

\[
G_{ab}(i\nu;\mu)=-s_as_b\,G_{ba}(-i\nu;-\mu).
\]

Insert this into each line of \(A\). Every sublattice sign occurs twice and drops out, while three minus signs remain:

\[
A(\mu)=-T\sum_\nu G_{ba}(-i\nu)\,G_{cb}(-i\nu-ix)\,G_{ac}(-i\nu-iy)\Big|_{-\mu}.
\]

The fermionic frequencies are symmetric about zero, so \(\nu\) may be renamed \(-\nu\). The result is

\[
A(\mu)=-B(-\mu).
\]

The same steps give \(B(\mu)=-A(-\mu)\). Thus \(A+B\) is odd in \(\mu\) and vanishes at \(\mu=0\), for every choice of sites and transferred frequencies.

This does not require each orientation to vanish. For real hopping \(G\) is symmetric and \(G(i\nu)^*=G(-i\nu)\). Conjugating \(A\) and renaming \(\nu\) gives \(A^*=B\), so \(A+B=2\,\mathrm{Re}\,A\). At half filling each orientation is purely imaginary. If all transferred frequencies are zero, \(A\) is also real, and then each orientation vanishes separately.

A six-site ring with unequal bonds between \(0.7t\) and \(1.2t\), at \(T=0.25t\), shows the difference. The vertices sit on sites 0, 1 and 3, with \(x=4\pi T\) and \(y=2\pi T\). At half filling the orientations are \(-0.00203i\) and \(+0.00203i\), in units of \(1/t^2\). At \(\mu=0.6t\) they are \(-0.00021\mp0.00147i\), with sum \(-0.00042\).

## Dressed propagators and broken symmetry

The proof uses the symmetry of \(G\), not its bare form. GW preserves that symmetry if the solution does not break it. In \(P\) the two minus signs and the sublattice signs cancel, so \(P\) and \(W\) are even in \(\mu\). In \(\Sigma=-T\sum GW\) the single propagator then gives

\[
\Sigma_{ab}(i\nu;\mu)=-s_as_b\,\Sigma_{ba}(-i\nu;-\mu),
\]

where \(W_{ab}(i\Omega)=W_{ba}(-i\Omega)\) was used. This is the relation that \(h\) obeys, so the next \(G\) has the required symmetry too. For the ring with self-consistent GW propagators, \(U=2t\) and bare density vertices, the half-filled orientations are \(\mp0.00166i/t^2\) and their sum is zero to rounding. At \(\mu=0.6t\) the sum is \(-0.00011/t^2\). In this self-consistent calculation \(\mu\) absorbs only the half-filling shift \(U/2\). The remaining Hartree-Fock shift, \(U(n_a-1)/2\) for \(n_a\) electrons on site \(a\), stays in the self-energy; it is odd in \(\mu\) and so respects the symmetry.

Half filling alone is not sufficient. With \(\mu\) adjusted to keep the bare ring half filled, \(|A+B|/|A|\) takes these values:

- 0.46 with a same-sublattice hopping of \(0.3t\), which violates \(\mathcal S h\mathcal S=-h\);
- 0.78 with a staggered potential of \(0.5t\), which violates it as well;
- 1.12 with a flux phase of \(\pi/2\), for which \(h^{\mathsf T}\ne h\).

These numbers belong to this ring and these frequencies. They do show that a real material with appreciable same-sublattice hopping cannot be assumed to have the cancellation.

A collinear antiferromagnet is a special case. Its staggered potential has opposite signs for the two spins, and the particle-hole transformation exchanges those signs. The sum for one spin then cancels that for the other. The same holds for any collinear field that has opposite signs for the two spins, provided the hopping itself is still real and connects only opposite sublattices; with a same-sublattice hopping of \(0.3t\) added to the antiferromagnetic ring below, the total over both spins at half filling is \(0.0008/t^2\) in magnitude. For a staggered potential of \(\pm0.5t\) on the ring, the spin-up sum is \(0.00113/t^2\), while the total over both spins is zero to rounding.

## How doping restores the triangle

Consider a square lattice of \(N\) sites and an external potential that is static and uniform, with the static limit taken first. In momentum space \(P\) depends on the inner momentum \(p\) and frequency \(\Omega\). The spin-summed triangle is

\[
S(p,i\Omega)=\frac{2T}{N}\sum_{k,\nu}\left[G_k^2G_{k+p}+G_kG_{k+p}^2\right],
\]

where \(G_k\) has frequency \(\nu\) and \(G_{k+p}\) has \(\nu+\Omega\). The two terms are the two orientations, now including the factor 2 for spin. A uniform \(\phi\) enters the bare propagator only through \(\mu-\phi\), so

\[
S=\frac{\partial P}{\partial\phi}=-\frac{\partial P}{\partial\mu}.
\]

Because \(P\) is even in \(\mu\), its expansion is \(P(\mu)=P(0)+\tfrac12\mu^2P''(0)+O(\mu^4)\). Therefore

\[
S=-\mu P''(0)+O(\mu^3).
\]

Doping restores the triangle linearly in \(\mu\) wherever the curvature \(P''(0)\) is nonzero. At larger doping, isolated zeros remain possible where \(P\) is stationary in \(\mu\).

The limit in which the inner leg is also static and uniform makes the charge sign visible. There \(P=-\partial n/\partial\mu\), where \(n\) is the number of electrons per site, and so \(S=\partial^2n/\partial\mu^2\). For a nearly empty band with Boltzmann occupation, \(n\propto e^{\mu/T}\) and \(S=n/T^2>0\). For a nearly full band with hole density \(n_h\propto e^{-\mu/T}\), \(n=2-n_h\) and \(S=-n_h/T^2<0\). Electrons and holes give opposite signs, and half filling lies at the balance point.

The corresponding part of the vertex is

\[
\Gamma_{\rm tri}(k,i\nu)=-\frac TN\sum_{p,\Omega}G_{k+p}(i\nu+i\Omega)\,W(p,i\Omega)^2\,S(p,i\Omega).
\]

It vanishes at \(\mu=0\) because \(S\) does. The ladder part,

\[
\Gamma_{\rm lad}(k,i\nu)=-\frac TN\sum_{p,\Omega}G_{k+p}(i\nu+i\Omega)^2\,W(p,i\Omega),
\]

contains no such loop and remains.

Although \(S\) is odd in \(\mu\), \(\Gamma_{\rm tri}\) is not simply odd, because the open line changes too. With \(Q=(\pi,\pi)\), the band energy obeys \(\varepsilon_{k+Q}=-\varepsilon_k\), which gives \(G_{k+Q}(i\nu;-\mu)=-G_k(i\nu;\mu)^*\). On this lattice \(W\) and \(S\) are real. The minus sign from \(G\) cancels the one from \(S\), leaving

\[
\Gamma_{\rm tri}(k+Q,i\nu;-\mu)=\Gamma_{\rm tri}(k,i\nu;\mu)^*.
\]

At \(k=(\pi/2,\pi/2)\), \(k+Q\) is equivalent to \(-k\), and inversion returns it to \(k\). There the real part is even in \(\mu\) and the imaginary part is odd.

## Numbers for a square lattice

Take a periodic \(16\times16\) lattice with \(U=2t\) and \(T=0.25t\), both held fixed as the doping varies. The propagators are bare and \(W\) contains charge screening only. The result is therefore a first-iteration GW vertex; spin fluctuations and higher vertex corrections are left out.

At \(p=(\pi/2,\pi/2)\) and \(\Omega=2\pi T=1.57t\), the half-filled orientations are \(+0.103i/t^2\) and \(-0.103i/t^2\) (\(\pm0.100i/t^2\) on larger lattices). With 0.10 extra electrons per site, \(\mu=0.232t\) and they become \(-0.0073\pm0.0903i\), so \(S=-0.0146/t^2\). The linear law, with the \(16\times16\) value \(-P''(0)=-0.0631/t^3\) (\(-0.074/t^3\) from \(32\times32\) upward), predicts

\[
S\simeq-0.0631\times0.232/t^2=-0.0146/t^2 .
\]

At doping 0.20, where \(\mu=0.486t\), it predicts \(-0.0306/t^2\) against the computed \(-0.0296/t^2\). This close agreement is partly an accident of the small lattice. From \(32\times32\) upward, where \(\mu=0.485t\), the linear law gives \(-0.0358/t^2\) and the full result is \(-0.0296/t^2\), so the higher terms remove about 17% of the linear value. Removing 0.10 electrons per site gives \(+0.0146/t^2\), as oddness requires.

At this \(p\) and \(\Omega\) the sign has a direct reading. For positive doping, a small positive \(\phi\) moves the system towards half filling. Here \(P\) is negative and \(S<0\), so \(P\) becomes more negative and \(W=U/(1-UP)\) falls. At the same \(p\) but \(\Omega=0\), \(S=-0.174/t^2\), about twelve times the value at \(\Omega=2\pi T\). These two values still depend on the lattice size: from \(32\times32\) upward they settle at \(-0.169/t^2\) and \(-0.0164/t^2\), a ratio of about ten. A single finite frequency is thus a poor measure of the whole triangle contribution. Nor is the sign the same at every momentum: at \(\Omega=0\) and doping \(+0.10\), \(S\) is weakly positive for about one momentum in six on a \(64\times64\) lattice, reaching \(+0.004/t^2\) at \(p=(0,\pi)\).

For the vertex at \(k=(\pi/2,0)\), \(\nu=\pi T=0.785t\) and doping \(+0.10\),

\[
\Gamma_{\rm lad}=0.308-0.0062i,\qquad \Gamma_{\rm tri}=0.0001-0.0064i .
\]

The triangle has about 2% of the ladder's magnitude, yet it roughly doubles the imaginary part of the vertex. The ladder is the sum of a real bare-exchange term from the constant \(U\) in \(W\), equal to \(\tfrac12U\,\partial n/\partial\mu=0.416\), and a term \(-0.108-0.0062i\) from \(W-U\); measured against the latter, the triangle is about 6%. The sum, \(0.308-0.0126i\), agrees with a finite-difference derivative of the whole GW self-energy to the five decimals printed. That agreement tests the division into two parts on this lattice, not the lattice size. A \(24\times24\) lattice changes \(\Gamma_{\rm tri}\) by 8% of its magnitude, so its size is best read as 0.006. From \(32\times32\) upward the ladder part settles at \(0.309-0.0059i\).

At \(k=(\pi/2,\pi/2)\), \(\Gamma_{\rm tri}\) is \(0.0022-0.0089i\) for doping \(+0.10\) and \(0.0022+0.0089i\) for \(-0.10\), which displays the even and odd parts. On larger lattices the real part settles at 0.0021 and the magnitude of the imaginary part near 0.008. At half filling \(\Gamma_{\rm tri}\) is zero at this \(k\), while the ladder part is 0.324 (0.321 on larger lattices). Particle-hole symmetry thus removes the triangle from the GW vertex but leaves the ladder. Of the 0.324, the bare-exchange term supplies \(+0.440\), which for an on-site \(U\) only removes the same-spin half of the Hartree response, and \(W-U\) supplies \(-0.116\). The numerical output lists the other dopings.

## Table of computed values

```
Inputs: U = 2.0 t, T = 0.25 t, lattice 16x16, cutoff index 40
nu = pi T = 0.7854 t, Omega = 2 pi T = 1.5708 t
Six-site ring, bonds (t): [1.0, 0.8, 1.2, 0.9, 1.1, 0.7]
Ring sites a,b,c and frequency indices x,y: (0, 1, 3, 2, 1)
Ring loops per spin, unit 1/t^2
 half: forward +0.00000-0.00203i, reverse +0.00000+0.00203i
 half: |sum| = 0.0e+00
 mu=0.6 t: forward -0.00021-0.00147i, reverse -0.00021+0.00147i
 mu=0.6 t: sum = -0.00042-0.00000i
 ring electrons per site at mu=0.6 t: 1.1223
Half filling, symmetry broken: |sum|/|forward| (no unit)
 same-sublattice hop 0.3 t: 0.4629
 staggered potential 0.5 t: 0.7818
 flux phase pi/2: 1.1199
Antiferromagnet 0.5 t: spin-up sum +0.00113-0.00000i 1/t^2
 both spins: |sum| = 1.3e-18 1/t^2
Self-consistent GW ring, half: forward +0.00000-0.00166i 1/t^2
 |sum| = 8.7e-19 1/t^2, max |Sigma| = 0.1403 t
 mu=0.6 t: sum = -0.00011-0.00000i 1/t^2
Square lattice, p=(pi/2,pi/2), Omega=2 pi T, both spins, 1/t^2
 doping +0.00, mu +0.00000 t:
  A -0.00000+0.10266i, B +0.00000-0.10266i, S +3.13e-17
 doping +0.05, mu +0.11428 t:
  A -0.00361+0.09926i, B -0.00361-0.09926i, S -7.22e-03
 doping +0.10, mu +0.23190 t:
  A -0.00732+0.09026i, B -0.00732-0.09026i, S -1.46e-02
 doping +0.20, mu +0.48568 t:
  A -0.01480+0.06722i, B -0.01480-0.06722i, S -2.96e-02
 doping -0.10, mu -0.23190 t:
  A +0.00732+0.09026i, B +0.00732-0.09026i, S +1.46e-02
Static S at doping 0.10, same p: -0.17448 1/t^2
S/mu at mu=0.02 t: -0.06310 1/t^3
-P'' at mu=0: -0.06310 1/t^3
Vertex parts at nu = pi T (no unit): ladder; triangle
 k = (pi/2,pi/2)
  +0.00: +0.32397+0.00000i; -0.00000+0.00000i
  +0.05: +0.32020-0.00368i; +0.00060-0.00505i
  +0.10: +0.31043-0.00647i; +0.00219-0.00885i
  +0.20: +0.28641-0.00888i; +0.00684-0.01230i
  -0.10: +0.31043+0.00647i; +0.00219+0.00885i
 k = (pi/2,0)
  +0.00: +0.32322-0.00136i; +0.00000+0.00000i
  +0.05: +0.31873-0.00404i; -0.00013-0.00358i
  +0.10: +0.30802-0.00617i; +0.00013-0.00644i
  +0.20: +0.28231-0.00853i; +0.00163-0.01017i
  -0.10: +0.31043+0.00359i; +0.00217+0.00660i
Check at k=(pi/2,0), doping 0.10: change of Sigma per phi
 finite difference +0.30815-0.01261i, sum +0.30815-0.01261i
 |triangle|/|ladder| = 2.09 %
Triangle vertex change, 24x24 lattice: 8.109 %
Triangle vertex change, cutoff 80: 0.0027 %
```
